\section*{Two derivations of van der Pauw's relation for a conducting film, part 1}

(Sections cited here and not found follow in the second part.)

\section{The relation and its derivation by conformal mapping}

\subsection{Result and conventions}

Four small contacts $A$, $B$, $C$, $D$ sit in this order on the edge of a conducting film. The order is counterclockwise, so that someone walking along the edge has the film on the left. Two resistances are measured. For the first, a current $I$ enters at $A$ and leaves at $B$; for the second, the same current enters at $B$ and leaves at $C$:
\begin{align}
R_a&=\frac{V_D-V_C}{I}\qquad (I:\ A\to B), \label{eq:Ra}\\
R_b&=\frac{V_A-V_D}{I}\qquad (I:\ B\to C). \label{eq:Rb}
\end{align}
Whatever the outline of the film, they obey
\begin{equation}
e^{-\pi R_a/R_s}+e^{-\pi R_b/R_s}=1 , \label{eq:vdp}
\end{equation}
where $R_s=\rho/t$ is the sheet resistance, $\rho$ the resistivity and $t$ the thickness. Two readings therefore give $R_s$ without any knowledge of the lateral dimensions.

The assumptions are these. The film is flat, of uniform thickness, homogeneous, isotropic and ohmic. The current is steady and there is no magnetic field. The film has no holes, and its edge is a piecewise smooth closed curve that does not cross itself. No current crosses the edge except at the contacts. The contacts are points on the edge. The film is so thin that the potential $\phi$ does not vary through the thickness.

\subsection{Potential and stream function}

Let $\mathbf K$ be the sheet current density, that is, the current per unit width. Ohm's law reads $\mathbf K=-\nabla\phi/R_s$. In the steady state charge conservation demands $\nabla\cdot\mathbf K=0$, and because $R_s$ is uniform,
\begin{equation}
\nabla^2\phi=0 . \label{eq:laplace}
\end{equation}
On the free edge the normal derivative of $\phi$ vanishes.

These conditions fix $\phi$ up to a constant. At a point contact the potential diverges logarithmically, with a coefficient set by the current. Two solutions for the same current thus differ by a function $\eta$ that stays regular, is harmonic, and has zero normal derivative on the whole edge. Green's identity gives
\begin{equation}
\int|\nabla\eta|^2\,dS=\oint \eta\,\frac{\partial\eta}{\partial n}\,ds-\int\eta\,\nabla^2\eta\,dS=0 ,
\end{equation}
so $\eta$ is constant. A constant drops out of the voltage differences in \eqref{eq:Ra} and \eqref{eq:Rb}.

It helps to join $\phi$ to a second function $\chi$ such that $F=\phi+i\chi$ is an analytic function of $z=x+iy$. The Cauchy--Riemann equations are
\begin{equation}
\frac{\partial\phi}{\partial x}=\frac{\partial\chi}{\partial y},\qquad
\frac{\partial\phi}{\partial y}=-\frac{\partial\chi}{\partial x}. \label{eq:cr}
\end{equation}
The meaning of $\chi$ follows from the current that crosses a curve running from $P$ to $Q$. For a step $(dx,dy)$ along the curve, the normal pointing to the right, times the step length, is $(dy,-dx)$. The current crossing from left to right is
\begin{align}
I_{PQ}&=\int_P^Q (K_x\,dy-K_y\,dx)
=-\frac1{R_s}\int_P^Q\left(\frac{\partial\phi}{\partial x}dy-\frac{\partial\phi}{\partial y}dx\right)\nonumber\\
&=-\frac1{R_s}\int_P^Q\left(\frac{\partial\chi}{\partial y}dy+\frac{\partial\chi}{\partial x}dx\right)
=\frac{\chi(P)-\chi(Q)}{R_s}. \label{eq:stream}
\end{align}
Thus $\chi$ is a stream function in units of voltage. It is single-valued, because no net current leaves a closed loop that lies inside the film. Along a free stretch of edge no current crosses, so $\chi$ is constant there.

At a contact $\chi$ jumps. Walk along the edge, with the film on the left, past a contact that feeds in the current $I$. Surround the contact by a small arc inside the film, traversed counterclockwise from the stretch after the contact to the stretch before it. The right-hand side of this arc faces away from the contact, so the current crossing it is $I$, and \eqref{eq:stream} gives
\begin{equation}
\chi_{\rm after}-\chi_{\rm before}=I R_s . \label{eq:jump}
\end{equation}
For a contact that takes current out the sign is reversed.

\subsection{The half plane}

Take first a film that fills the upper half plane, with coordinate $w$ and the real axis as its edge. A contact at the real point $a$ feeds a current $I$ that spreads over half circles of length $\pi r$. Hence $K=I/(\pi r)$, and integrating $-d\phi/dr=R_sK$ gives $\phi=-(IR_s/\pi)\ln r$. Equation \eqref{eq:laplace} is linear, so a sink at $b$ is added with the opposite sign:
\begin{equation}
\phi(w)=-\frac{I R_s}{\pi}\ln\frac{|w-a|}{|w-b|}. \label{eq:half}
\end{equation}
With $w=x+iy$, the derivative $\partial\ln|w-a|/\partial y=y/|w-a|^2$ vanishes at $y=0$ away from the contact, so the edge is insulating. Far away the two logarithms cancel to leading order, $\phi$ falls off as $1/|w|$, and no current escapes to infinity. As a test of the factor $\pi$, the flux of \eqref{eq:half} was integrated numerically for a source at $0$ and a sink at $2$. It is $1.000000\,I$ through a half circle of radius $1$ about the source, and zero to the same number of digits through one of radius $5$, which encloses both contacts.

Let the contacts lie at the real points $a<b<c<d$. Evaluating \eqref{eq:half} at $d$ and at $c$ and subtracting,
\begin{align}
R_a&=-\frac{R_s}{\pi}\left[\ln\frac{|d-a|}{|d-b|}-\ln\frac{|c-a|}{|c-b|}\right]
=\frac{R_s}{\pi}\ln\frac{(d-b)(c-a)}{(d-a)(c-b)}. \label{eq:RaH}
\end{align}
For the second measurement the source is at $b$ and the sink at $c$, so
\begin{align}
R_b&=-\frac{R_s}{\pi}\left[\ln\frac{|a-b|}{|a-c|}-\ln\frac{|d-b|}{|d-c|}\right]
=\frac{R_s}{\pi}\ln\frac{(d-b)(c-a)}{(b-a)(d-c)}. \label{eq:RbH}
\end{align}
Multiply each equation by $-\pi/R_s$ and exponentiate:
\begin{equation}
e^{-\pi R_a/R_s}=\frac{(d-a)(c-b)}{(d-b)(c-a)},\qquad
e^{-\pi R_b/R_s}=\frac{(b-a)(d-c)}{(d-b)(c-a)}. \label{eq:cross}
\end{equation}
The two numerators add up as follows:
\begin{align}
&(d-a)(c-b)+(b-a)(d-c)\nonumber\\
&\quad=(cd-bd-ac+ab)+(bd-bc-ad+ac)\nonumber\\
&\quad=cd+ab-bc-ad=(d-b)(c-a). \label{eq:identity}
\end{align}
This is the common denominator, which proves \eqref{eq:vdp} for the half plane. Both fractions are positive and sum to one, so each lies between $0$ and $1$, and both resistances are positive.

The order of the points may also run through infinity, for instance $d<a<b<c$. Moving $d$ from the far right to the far left reverses the signs of $d-a$, $d-b$ and $d-c$. Each fraction in \eqref{eq:cross} has one such factor above and one below, so it stays positive. The identity \eqref{eq:identity} holds for any four numbers, and the result is unchanged.

\subsection{From the half plane to any outline}

The Riemann mapping theorem states that the interior of a film without holes can be mapped one-to-one onto the upper half plane by an analytic function $w=f(z)$. When the edge is a closed curve that does not cross itself, $f$ extends continuously and one-to-one to the edge, a result due to Carath\'eodory. The edge then becomes the real axis together with the point at infinity, and the contacts keep their order. If a contact lands at infinity, a further map $w\to -1/(w-w_0)$, with $w_0$ real and not the image of a contact, brings it to a finite point. This map takes the upper half plane to itself, since the imaginary part of $-1/(w-w_0)$ is ${\rm Im}\,w/|w-w_0|^2>0$.

Let $F_{\rm H}(w)=\phi_{\rm H}+i\chi_{\rm H}$ be the complex potential of the half plane with contacts at the image points and the same $R_s$. Define on the film
\begin{equation}
F(z)=F_{\rm H}\bigl(f(z)\bigr). \label{eq:pull}
\end{equation}
An analytic function of an analytic function is analytic, so the real part of $F$ satisfies Laplace's equation. The values of $\chi$ are copied from point to image point. Where $\chi_{\rm H}$ is constant on the real axis, $\chi$ is constant on the corresponding stretch of edge, which is therefore insulating. The jumps at the contacts are copied too, and by \eqref{eq:jump} the currents through the contacts are the same. Thus ${\rm Re}\,F$ is the potential of the film, unique up to a constant. The contact potentials equal those of the image contacts, so $R_a$ and $R_b$ equal their half-plane values, and \eqref{eq:vdp} holds for the film.

The reason that a resistance can survive such a distortion is that a square has the same resistance at any size. A conformal map turns small squares into small squares of another size.

A rectangle of $6\times3$ mm tests the transfer for each resistance separately. The integral $\zeta=\int_0^w[(1-s^2)(1-s^2/2)]^{-1/2}ds$ sends the real axis to a rectangle, because the phase of the integrand turns by a right angle at each of the four points $\pm1$ and $\pm\sqrt2$. Its inverse is the Jacobi function $w={\rm sn}(\zeta)$ with parameter $m=1/2$, for which the rectangle has the side ratio $2:1$. With $K$ the value of the integral at $w=1$, the corners on the real $\zeta$ axis are $\pm K$, so a point $(x,y)$ of the film, in mm from its lower left corner, has $\zeta=(K/3)(x-3+iy)$. Contacts at $(1,0)$, $(4,0)$, $(6,1.5)$ and $(2,3)$ mm go to
\begin{equation}
a=-0.9002,\quad b=0.5646,\quad c=1.1892,\quad d=-2.5049 .
\end{equation}
Equation \eqref{eq:RaH} then gives
\begin{equation}
\frac{R_a}{R_s}=\frac1\pi\ln\frac{(-3.0695)(2.0894)}{(-1.6047)(0.6246)}=0.5908 ,
\end{equation}
and \eqref{eq:RbH} gives $R_b/R_s=0.0541$. For comparison, the rectangle was divided into square cells of side $0.025$ mm. Each cell contributes half its sheet conductance to each of its four sides, and the currents at the nodes are balanced. This resistor network uses only Ohm's law and charge conservation. It yields $0.59081$ and $0.05410$, against $0.59081$ and $0.05409$ from the map.

\subsection{Solving for the sheet resistance}

Call the left side of \eqref{eq:vdp} $S(R_s)$. Its derivative,
\begin{equation}
\frac{dS}{dR_s}=\frac{\pi}{R_s^2}\left(R_a e^{-\pi R_a/R_s}+R_b e^{-\pi R_b/R_s}\right)>0, \label{eq:mono}
\end{equation}
is positive, and $S$ climbs from $0$ at $R_s\to0$ to $2$ at $R_s\to\infty$. It passes through $1$ once. At $R_s=\pi\min(R_a,R_b)/\ln2$ the larger exponential equals $1/2$, so $S\le1$. At $R_s=\pi\max(R_a,R_b)/\ln2$ the smaller one equals $1/2$, so $S\ge1$. The root lies between these values.

A form suited to hand calculation uses
\begin{equation}
s=\frac{\pi(R_a+R_b)}{2R_s},\qquad \delta=\frac{\pi(R_a-R_b)}{2R_s},
\end{equation}
so that $\pi R_a/R_s=s+\delta$ and $\pi R_b/R_s=s-\delta$. Then \eqref{eq:vdp} reads $e^{-s}(e^{-\delta}+e^{\delta})=1$, or $\cosh\delta=\tfrac12e^{s}$. Write $s=\ln2/f$, where $f$ is now a number and not the map. Since $\delta=s(R_a-R_b)/(R_a+R_b)$,
\begin{align}
R_s&=\frac{\pi}{\ln2}\,\frac{R_a+R_b}{2}\,f, \label{eq:f}\\
\cosh\left(\frac{\ln2}{f}\,\frac{R_a-R_b}{R_a+R_b}\right)&=\frac12\,e^{\ln2/f}. \label{eq:feq}
\end{align}
Because $\cosh\delta\ge1$, one has $s\ge\ln2$ and $f\le1$. The plain mean, with $f=1$, is correct for $R_a=R_b$ and otherwise gives too large a sheet resistance. A square with contacts at its corners has $R_a=R_b$ by symmetry, hence $R_a/R_s=\ln2/\pi=0.22064$; a network of $100\times100$ cells gives $0.22068$.

The opposite limit is a pair of contacts drawn together. When $D$ approaches $C$, \eqref{eq:cross} shows that $R_a\to0$ while $R_b$ grows logarithmically, since $D$ then probes the potential close to the sink.

\section{A derivation without a map, the comparison, and a real film}

\subsection{What is carried over}

The contacts $A,B,C,D$ follow one another counterclockwise on the edge. $R_a=(V_D-V_C)/I$ belongs to the current $A\to B$ and $R_b=(V_A-V_D)/I$ to the current $B\to C$. The complex potential $F=\phi+i\chi$ is analytic in the film. The stream function $\chi$ is constant on free stretches of edge; in the counterclockwise sense it rises by $IR_s$ at a contact that feeds in the current $I$ and falls by $IR_s$ at one that takes it out. The result to be derived again is \eqref{eq:vdp}. From the half plane the identity \eqref{eq:identity} will be needed later, and from the solution for $R_s$ the fact that the left side $S(R_s)$ of \eqref{eq:vdp} increases with $R_s$.

Conformal mapping has proved relation \eqref{eq:vdp} for a film of any outline that meets the stated assumptions, and the relation has been solved for $R_s$. What remains is a second derivation without a map, a comparison of the two, and the application to a real film.
